\section*{Equal-index selection rule for subband transitions in an ideal N-layer film}

\section{The conserved quantity behind the rule}

A film of $N$ identical layers has no translation symmetry along its normal, so no wavevector in that direction is conserved. Reflection through the middle of the film classifies states as even or odd, which for more than two layers is too weak to single out one conduction subband for each valence subband. A stronger constraint holds if hopping between neighbouring layers enters both bands through the same matrix $A$. Then $A$ commutes with the Hamiltonian. A coupling to light that acts within each layer, and equally on all of them, is the unit matrix in the layer index, so it commutes with $A$ too. Let $|v,n\rangle$ and $|c,m\rangle$ be valence and conduction states with eigenvalues $a_n$ and $a_m$ of $A$, and let $P$ be the optical coupling. Then
\begin{equation}
0=\langle c,m|[A,P]|v,n\rangle=(a_m-a_n)\,\langle c,m|P|v,n\rangle .
\label{eq:sym}
\end{equation}
If the eigenvalues of $A$ are distinct, the matrix element vanishes unless $m=n$. The sizes of the two hoppings do not enter. What remains is to find the eigenvalues, to fix the meaning of the index, and to see what happens when the assumptions fail.

\section{Model and conventions}

Each layer $j=1,\dots,N$ carries one valence and one conduction orbital at a fixed in-plane wavevector. In the layer basis
\begin{equation}
H_v=E_v+t_vA,\qquad H_c=E_c+t_cA,\qquad A_{ij}=\delta_{i,j+1}+\delta_{i,j-1},
\label{eq:H}
\end{equation}
with real, nonzero hoppings $t_v$ and $t_c$ of any size and sign. The one-layer gap is $E_g=E_c-E_v$, and the film is assumed to keep a gap. Interband hopping is left out until Section~\ref{sec:ext}. Light arrives along the normal with its electric field in the plane, and its phase is taken as equal on all layers. The coupling is
\begin{equation}
\langle c,i|P|v,j\rangle=p\,\delta_{ij}.
\label{eq:P}
\end{equation}
This contains two assumptions: the coupling is local to a layer, and $p$ has the same magnitude and phase on every layer. Section~\ref{sec:uniform} shows that the second cannot be dropped.

\section{Standing waves of the film}

The equation $A\phi=a\phi$ reads
\begin{equation}
\phi(j-1)+\phi(j+1)=a\,\phi(j),\qquad \phi(0)=\phi(N+1)=0 .
\label{eq:rec}
\end{equation}
The two fictitious end values are zero because the outer layers have no neighbour outside the film. Try $\phi(j)=\sin j\theta$, which vanishes at $j=0$. Since
\begin{equation}
\sin(j-1)\theta+\sin(j+1)\theta=2\cos\theta\,\sin j\theta ,
\end{equation}
the recursion holds with $a=2\cos\theta$. The condition at $j=N+1$ requires $\sin(N+1)\theta=0$, so
\begin{equation}
\theta_n=\frac{n\pi}{N+1},\qquad a_n=2\cos\theta_n,\qquad n=1,\dots,N .
\label{eq:an}
\end{equation}
The cosine decreases strictly between $0$ and $\pi$, so these are $N$ distinct eigenvalues of an $N\times N$ matrix. They are therefore all of them, and each eigenvector is unique up to a phase.

For the normalization, the term $j=0$ may be added because it is zero:
\begin{equation}
\sum_{j=0}^{N}\sin^2 j\theta_n=\frac{N+1}{2}-\frac12\,\mathrm{Re}\sum_{j=0}^{N}e^{2\pi i nj/(N+1)}=\frac{N+1}{2}.
\end{equation}
The last sum runs over a closed set of roots of unity and vanishes because $0<n<N+1$. Hence
\begin{equation}
\phi_n(j)=\sqrt{\frac{2}{N+1}}\,\sin\frac{n\pi j}{N+1},\qquad \sum_{j=1}^{N}\phi_m(j)\phi_n(j)=\delta_{mn}.
\label{eq:phi}
\end{equation}
Orthogonality follows from the symmetry of $A$ and its distinct eigenvalues.

The index $n$ counts sign changes. The function $\sin(n\pi x/(N+1))$ has $n-1$ zeros inside $0<x<N+1$, which cut this range into $n$ intervals of length $(N+1)/n>1$. Each open interval contains at least one layer, and the sign alternates from one interval to the next. The state $\phi_n$ thus has $n-1$ sign changes, where a layer with zero amplitude is skipped.

\section{The selection rule}

Equation~\eqref{eq:H} only scales and shifts $A$, so both bands have the eigenvectors $\phi_n$, with energies
\begin{equation}
E_{v,n}=E_v+t_va_n,\qquad E_{c,n}=E_c+t_ca_n .
\label{eq:E}
\end{equation}
The hoppings set the spacing of the subbands and leave their shapes unchanged. With \eqref{eq:P} and \eqref{eq:phi},
\begin{equation}
\langle c,m|P|v,n\rangle=\sum_{i,j}\phi_m(i)\,p\,\delta_{ij}\,\phi_n(j)=p\sum_j\phi_m(j)\phi_n(j)=p\,\delta_{mn}.
\label{eq:rule}
\end{equation}
This is the rule. The film has $N$ allowed transitions, each of strength $|p|^2$, at the energies
\begin{equation}
E_{nn}=E_{c,n}-E_{v,n}=E_g+2(t_c-t_v)\cos\frac{n\pi}{N+1}.
\label{eq:Enn}
\end{equation}
The allowed energies depend on the difference of the hoppings alone, so they cannot determine $t_v$ and $t_c$ separately.

The rule was also tested by numerical diagonalization for $N=2$ to $8$, with six random pairs of hoppings per thickness, of either sign and between 0.1 and 1 eV in magnitude. The magnitudes of the overlaps between conduction and valence states differed from the unit matrix by at most $4.3\times10^{-15}$.

\subsection{Index and order in energy}

The index in \eqref{eq:rule} is not a rank in energy. By \eqref{eq:an}, $a_1$ is the largest eigenvalue and $a_N$ the smallest. The top of the valence band is $n=1$ for $t_v>0$ and $n=N$ for $t_v<0$. The bottom of the conduction band is $n=1$ for $t_c<0$ and $n=N$ for $t_c>0$. Two cases follow.

If $t_vt_c<0$, both band edges carry the same index, and the transition across the gap is allowed. If $t_vt_c>0$, the edges carry the indices $1$ and $N$, and for $N>1$ the transition across the gap is forbidden although the film has a direct gap at this wavevector.

\section{Why the coupling must be uniform}
\label{sec:uniform}

Let the coupling remain local but vary from layer to layer, $D=\mathrm{diag}(p_1,\dots,p_N)$. In the standing-wave basis
\begin{equation}
D_{mn}=\sum_j\phi_m(j)\,p_j\,\phi_n(j),\qquad [D,A]_{mn}=D_{mn}(a_n-a_m).
\end{equation}
In the layer basis the nonzero elements of the commutator are
\begin{equation}
[D,A]_{j,j+1}=p_j-p_{j+1},\qquad [D,A]_{j+1,j}=p_{j+1}-p_j .
\end{equation}
The sum of squared magnitudes of all elements of a matrix is the same in both orthonormal bases, so
\begin{equation}
\sum_{m,n}|D_{mn}|^2(a_m-a_n)^2=2\sum_{j=1}^{N-1}|p_j-p_{j+1}|^2 .
\label{eq:sum}
\end{equation}
If all elements with $m\neq n$ vanish, the left side is zero and all $p_j$ are equal. Conversely, any difference between neighbouring layers produces some transition with $m\ne n$. Locality alone is therefore not sufficient.

A coupling of alternating sign, $p_j=(-1)^{j+1}p$, shows how far the result can change. From
\begin{equation}
\sin j\theta_{N+1-n}=\sin(j\pi-j\theta_n)=(-1)^{j+1}\sin j\theta_n
\label{eq:alt}
\end{equation}
one finds $p_j\phi_n(j)=p\,\phi_{N+1-n}(j)$. The allowed transitions then obey $m=N+1-n$.

This case also shows what the sign of $t_vt_c$ means. Reversing the sign of the conduction orbital on every second layer changes $t_c$ into $-t_c$ and makes a uniform $p$ alternate. The physics is unchanged. The sign of $t_vt_c$ has a meaning only once the orbital signs are chosen so that $p$ is uniform.

\section{Band mixing within and between layers}
\label{sec:ext}

Away from the zone centre the two orbitals of a layer mix. Let $h_0(k)$ and $h_1$ be Hermitian $2\times2$ matrices in the band index, and take
\begin{equation}
H(k)=h_0(k)\otimes I+h_1\otimes A,\qquad P=\frac{\partial h_0}{\partial k}\otimes I .
\label{eq:ext}
\end{equation}
Off-diagonal elements of $h_1$ describe interband hopping that is equal upward and downward. Both operators commute with $I\otimes A$, so \eqref{eq:sym} applies again. Within the sector of $\phi_n$ one has to diagonalize the $2\times2$ matrix $h_0(k)+a_nh_1$, and $P$ does not leave the sector. The equal-index rule survives, but the eigenvectors of this matrix depend on $n$, so the strengths need no longer be equal.

Interband hopping of opposite sign upward and downward is not of this form. Let $R_{ij}=\delta_{i,j-1}$, so that $A=R+R^{T}$ and the hopping is proportional to $R-R^{T}$. Then
\begin{equation}
[R-R^{T},A]=2(RR^{T}-R^{T}R)=2\,\mathrm{diag}(1,0,\dots,0,-1).
\end{equation}
The commutator is nonzero at the two surfaces, so $A$ no longer protects the rule. If the orbitals do not mix within a layer, reflection combined with a sign change of one orbital type is still a symmetry. It forbids transitions between indices of opposite parity, which is enough to keep the full rule for $N=2$. For $N\geq3$, transitions between different indices of equal parity can appear.

\section{Leading-order breaking of the rule}

Add small Hermitian terms $W^v$ and $W^c$ to $H_v$ and $H_c$, with elements $W_{mn}$ taken between the $\phi_n$. First-order perturbation theory gives
\begin{align}
|v,n\rangle'&=\phi_n+\sum_{l\neq n}\frac{W^v_{ln}}{t_v(a_n-a_l)}\,\phi_l, \\
|c,m\rangle'&=\phi_m+\sum_{l\neq m}\frac{W^c_{lm}}{t_c(a_m-a_l)}\,\phi_l .
\end{align}
For $m\neq n$, the overlap receives the $\phi_m$ part of the valence state and the $\phi_n$ part of the conduction state. Using $(W^c_{nm})^*=W^c_{mn}$,
\begin{equation}
\frac{M_{mn}}{p}=\frac{W^v_{mn}}{t_v(a_n-a_m)}+\frac{W^c_{mn}}{t_c(a_m-a_n)}
=\frac{1}{a_m-a_n}\left(\frac{W^c_{mn}}{t_c}-\frac{W^v_{mn}}{t_v}\right).
\label{eq:leak}
\end{equation}
An electrostatic potential acts equally on both bands, $W^v=W^c=W$, and the bracket becomes $W_{mn}(1/t_c-1/t_v)$. For equal hoppings it vanishes. In that case $H_c-H_v$ is a multiple of the unit matrix, so the two bands share their eigenvectors for any $W$. For hoppings of opposite sign the two terms add. Different hoppings are thus harmless in the ideal film, but they make it sensitive to a potential.

Reflection restricts the mixing. Since $\phi_n(N+1-j)=(-1)^{n+1}\phi_n(j)$, a perturbation even under reflection connects indices of equal parity. One that is odd connects, at this order, indices of opposite parity.

\section{A four-layer film}

Take $N=4$, $E_v=0$, $E_g=1.9$ eV, $t_v=0.3$ eV, $t_c=-0.5$ eV and a layer spacing of 0.53 nm. Equation~\eqref{eq:an} gives $a_1=2\cos36^\circ=1.618$ and $a_2=2\cos72^\circ=0.618$. The lowest two allowed energies are
\begin{align}
E_{11}&=1.9-0.8\times1.618=0.606\ \text{eV},\\
E_{22}&=1.9-0.8\times0.618=1.406\ \text{eV}.
\end{align}
The other two are 2.394 and 3.194 eV. The forbidden transitions $v2\to c1$ and $v1\to c2$ would lie at 0.906 and 1.106 eV, in the interval between the first two allowed lines.

With the hoppings held fixed, the lowest allowed energy falls from 1.900 eV for one layer to 1.100, 0.769, 0.606, 0.514 and 0.458 eV for two to six layers. For a thick film $\cos\theta_1\approx1-\theta_1^2/2$, and \eqref{eq:Enn} becomes
\begin{equation}
E_{11}\approx E_g-2(|t_v|+|t_c|)+\frac{\pi^2(|t_v|+|t_c|)}{(N+1)^2}.
\end{equation}
The limit is $1.9-1.6=0.3$ eV. At $N=6$ the correction is $0.8\times9.87/49=0.16$ eV, which gives 0.46 eV, in agreement with the full formula.

If $t_c$ is changed to $+0.5$ eV with uniform $p$ and all else fixed, the gap is still 0.606 eV, but that transition is dark. The first bright one lies at 1.576 eV.

\subsection{Size of the neglected effects}

An internal field of 1 MV/cm along the normal shifts neighbouring layers by 0.053 eV. With $z_j=j-5/2$, and because $\phi_1\phi_2$ has magnitude $0.2236$ on every layer and changes sign at the middle,
\begin{equation}
|W_{12}|=0.053\times0.2236\times(1.5+0.5+0.5+1.5)=0.047\ \text{eV}.
\end{equation}
Here $|a_2-a_1|=1$ and $|1/t_c-1/t_v|=5.33\ \text{eV}^{-1}$, so \eqref{eq:leak} gives $|M_{21}/p|=0.25$ and a forbidden strength of $0.064\,|p|^2$. Direct diagonalization gives $0.060\,|p|^2$, so the leading-order value is about 6.5\% too high relative to it. The allowed $v1\to c1$ line keeps $0.939\,|p|^2$.

The leakage grows with thickness. At fixed field $W_{12}$ scales as $N$ for a thick film, while $a_1-a_2\approx3\pi^2/(N+1)^2$. The amplitude therefore approaches an $N^3$ growth as long as it stays small; between four and eight layers the effective exponent is still about 2.4. At 1 MV/cm the perturbative regime ends early: the $v1\to c2$ strength is $0.29\,|p|^2$ for six layers, and for eight layers it is $0.55\,|p|^2$, larger than the $0.30\,|p|^2$ left in $v1\to c1$.

The other perturbations have trial sizes, chosen to show the scale. The largest forbidden strengths, in units of $|p|^2$, are:
\begin{itemize}
\item outer layers shifted by 0.05 eV in both bands: $2.9\times10^{-3}$;
\item outer-layer coupling reduced by 10\%: $2.0\times10^{-3}$;
\item second-neighbour hopping of 0.03 eV in the valence band alone: $4.7\times10^{-4}$;
\item phase of the light across the film, taken as a plane wave with a rough refractive index of 3.5: $1\times10^{-4}$ if the phase of a 1.1 eV photon is used for all transitions, and $6\times10^{-4}$ ($v3\to c4$) with each transition at its own photon energy; this overestimates the effect, since in so thin a film the field gradient is set mainly by the substrate, which gives about $1\times10^{-4}$ for a substrate index of 1.45;
\item interband hopping of 0.05 eV with opposite signs upward and downward, at the zone centre, where the strength is of fourth order in the hopping: $1.4\times10^{-6}$; away from the zone centre, with a trial in-layer mixing element of 0.1 eV, transitions of opposite parity appear with strengths of order $10^{-4}$ to $10^{-3}$.
\end{itemize}

Electron-hole attraction lies outside the one-particle rule. A simple estimate lowers the energy of a pair by 0.1 eV when both particles are on the same layer and ignores their relative motion in the plane. The largest strength of a pair state derived from a forbidden transition is then $0.013\,|p|^2$, while the $v1\to c1$ pair rises to $1.098\,|p|^2$. The total strength, $N|p|^2$, is fixed by completeness, so this gain is taken from other pairs.

Within this model, which leaves out lattice vibrations and thermal expansion, temperature enters only through occupation. The two upper valence subbands are 0.300 eV apart, against $k_BT=0.026$ eV at 300 K. For a dilute hole gas, the occupation of the second subband relative to the first, at equal in-plane wavevector, is about $10^{-5}$.

\subsection{Relation to black phosphorus}

The parameters are rough values in the regime of few-layer black phosphorus near the zone centre, with light polarised along the armchair direction. Its gap falls from roughly 2 eV in a single layer to roughly 0.3 eV in the bulk, which fixes $|t_v|+|t_c|$ near 0.8 eV in this model. The division into 0.3 and 0.5 eV is a choice. As long as the two hoppings have opposite signs, as assumed here, it does not affect the allowed energies. It does affect the forbidden strengths: for four layers at 1 MV/cm the largest is 5\% of $|p|^2$ for a division into 0.4 and 0.4 eV, 9\% for 0.2 and 0.6 eV, and 20\% for 0.1 and 0.7 eV. A gated device breaks the assumption of equivalent layers. For four layers and the trial sizes chosen here, the field of 1 MV/cm gives the largest forbidden strength, 6\% of that of an allowed line in the ideal film; at 2 MV/cm it is 20\%. The ranking depends on the trial sizes, since a same-layer attraction of 0.2 eV instead of 0.1 eV already gives 7\%. At 0.1 MV/cm the quadratic dependence on field reduces this to about 0.06\%. The electron-hole estimate is less certain, because a real exciton also involves in-plane motion and attraction between different layers. The full set of values is in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
largest deviation from the rule, N=2..8, random hoppings: 4.3e-15
layers N = 4, one-layer gap = 1.9 eV, spacing = 0.53 nm
hoppings: t_v = 0.3 eV, t_c = -0.5 eV
n=1: E_v = 0.485 eV, E_c = 1.091 eV, E_nn = 0.606 eV, strength = 1.000 p^2
n=2: E_v = 0.185 eV, E_c = 1.591 eV, E_nn = 1.406 eV, strength = 1.000 p^2
n=3: E_v = -0.185 eV, E_c = 2.209 eV, E_nn = 2.394 eV, strength = 1.000 p^2
n=4: E_v = -0.485 eV, E_c = 2.709 eV, E_nn = 3.194 eV, strength = 1.000 p^2
forbidden v1->c2 energy = 1.106 eV
forbidden v2->c1 energy = 0.906 eV
lowest allowed energy, 1 layer(s) = 1.900 eV
lowest allowed energy, 2 layer(s) = 1.100 eV
lowest allowed energy, 3 layer(s) = 0.769 eV
lowest allowed energy, 4 layer(s) = 0.606 eV
lowest allowed energy, 5 layer(s) = 0.514 eV
lowest allowed energy, 6 layer(s) = 0.458 eV
thick-film limit of the gap = 0.300 eV
contrast t_c = 0.5 eV: band-edge energy = 0.606 eV (dark)
contrast t_c = 0.5 eV: lowest bright energy = 1.576 eV
trial field = 1.0 MV/cm, potential step = 0.053 eV per layer
trial surface shift = 0.05 eV, surface dipole loss = 10%
trial 2nd-neighbour hop = 0.03 eV, antisym. interband hop = 0.05 eV
refractive index (rough) = 3.5, phase step = 1.04e-02 rad per layer
largest forbidden strength, in units of p^2:
  internal field: 6.01e-02 (v3->c4)
  surface-layer shift: 2.92e-03 (v1->c3)
  weaker surface dipole: 2.00e-03 (v2->c4)
  2nd-neighbour hop, valence: 4.72e-04 (v4->c2)
  antisym. interband hop: 1.36e-06 (v3->c1)
  phase of light: 9.69e-05 (v2->c3)
field, v1->c2: direct = 0.0600 p^2, first order = 0.0639 p^2
field, v1->c1: remaining strength = 0.9392 p^2
same-layer electron-hole attraction (trial) = 0.1 eV
  largest forbidden pair strength = 1.32e-02 p^2 (v3->c1)
  strength of the v1->c1 pair = 1.098 p^2
kT at 300 K = 0.0259 eV, valence spacing E_v1-E_v2 = 0.300 eV
thermal factor exp(-spacing/kT) = 9.1e-06
\end{verbatim}
